# How a molecule's positive-energy levels depend on box size: a program that tests the result

```python
# Claim: for a short-range potential in a hard-wall box the positive levels are box states,
# E ~ L^-2; bound levels converge exponentially; a resonance (pole E_r - i Gamma/2) gives a
# plateau only if 2 hbar v/Gamma >> R.  Units hbar=m=e=1 (bohr a0, hartree Eh).
# Radial s-wave model: V=-V0 (r<a), +V1 (a<r<b), 0 outside; wall at R; u=r*psi;
# u=sin(kr+delta) for r>b; dp=d delta/dk; a_s scattering length; level n has n-1 nodes.
# Formulas: kR+delta=n pi; dlnE/dlnR=-2R/(R+dp); dE/dR=-u'(R)^2/2; E~(pi j)^2/(2(R-a_s)^2).
# Independent side: finite-difference grids, quadrature, exterior complex scaling.
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.sparse import diags
from scipy.sparse.linalg import eigs, lobpcg, LinearOperator
from scipy.constants import physical_constants as pc
EV = pc['Hartree energy in eV'][0]
FS = pc['atomic unit of time'][0]*1e15
V0, V1, a, B, B_THIN, pi = 1.4, 0.5, 3.0, 6.0, 4.0, np.pi

def inner(E, r):  # u(a), u(r), u'(r) for a<=r<=b, with u=sin(Kr) in the well
    K, q = np.sqrt(2*(E+V0)), np.sqrt(2*(V1-E))
    ua, da = np.sin(K*a), K*np.cos(K*a)
    c, s = np.cosh(q*(r-a)), np.sinh(q*(r-a))
    return ua, ua*c+da*s/q, ua*q*s+da*c
def inner_norm(E, b):
    K = np.sqrt(2*(E+V0))
    return quad(lambda r: np.sin(K*r)**2, 0, a)[0]+quad(lambda r: inner(E, r)[1]**2, a, b)[0]
def delta(k, b):
    ua, ub, db = inner(k*k/2, b)
    nodes = np.floor(np.sqrt(k*k+2*V0)*a/pi)+(ua*ub < 0)
    return nodes*pi+np.mod(np.arctan2(k*ub, db), pi)-k*b
def dprime(k, b, d=1e-6):
    return (delta(k+d, b)-delta(k-d, b))/(2*d)
def pot(npts, h, b):
    j, ia, ib = np.arange(1, npts+1), round(a/h), round(b/h)
    V = np.where(j < ia, -V0, np.where(j < ib, V1, 0.0))
    V[ia-1], V[ib-1] = (V1-V0)/2, V1/2
    return V
def grid_once(R, n, b, h, vec):
    N = round(R/h)-1
    out = eigh_tridiagonal(1/h**2+pot(N, h, b), np.full(N-1, -0.5/h**2), eigvals_only=not vec,
                           select='i', select_range=(n-1, n-1), tol=1e-13)
    if not vec:
        return out[0]
    u, ib = out[1][:, 0]/np.sqrt(h), round(b/h)
    return np.array([out[0][0], h*(np.sum(u[:ib-1]**2)+u[ib-1]**2/2), (u[-1]/h)**2])
def grid(R, n, b, h=0.005, vec=False):  # h^2 error removed by Richardson extrapolation
    return (4*grid_once(R, n, b, h, vec)-grid_once(R, n, b, 2*h, vec))/3
def pole(b, k):
    def f(z):
        _, ub, db = inner(z*z/2, b)
        return db-1j*z*ub
    for _ in range(40):
        k = k-f(k)*2e-6/(f(k+1e-6)-f(k-1e-6))
    assert abs(f(k)) < 1e-9
    return k
def scaled_once(b, h, shift):
    hs = np.concatenate([np.full(round((b+1)/h), h+0j), np.full(round(60/h), h*np.exp(0.6j))])
    w = (hs[:-1]+hs[1:])/2
    main = (1/hs[:-1]+1/hs[1:])/(2*w)+pot(len(w), h, b)
    H = diags([-1/(2*hs[1:-1]*w[1:]), main, -1/(2*hs[1:-1]*w[:-1])], [-1, 0, 1], format='csc')
    return eigs(H, k=1, sigma=shift, v0=np.ones(len(w), complex), return_eigenvectors=False)[0]
def scaled(b, shift):
    return (4*scaled_once(b, 0.01, shift)-scaled_once(b, 0.02, shift))/3

print(f"model: V0={V0} Eh, V1={V1} Eh, a={a} a0, b={B} a0 (thin barrier b={B_THIN} a0)")
# bound state and its exponential convergence
Eb = brentq(lambda E: inner(E, B)[2]+np.sqrt(-2*E)*inner(E, B)[1], -1.39, -0.5, xtol=1e-14)
kap, ub = np.sqrt(-2*Eb), inner(Eb, B)[1]
ub2 = ub**2/(inner_norm(Eb, B)+ub**2/(2*kap))
Eref = grid(16.0, 1, B, 0.01)
assert abs(Eref-Eb) < 1e-6
print(f"bound level E1={Eb:.6f} Eh, kappa={kap:.5f} 1/a0, u(b)^2={ub2:.4e} 1/a0")
for R in (7.5, 8.0):
    num, form = grid(R, 1, B, 0.01)-Eref, kap*ub2*np.exp(-2*kap*(R-B))
    assert abs(num/form-1) < 0.01
    print(f"R={R} a0: bound shift grid={num:.3e} Eh, formula={form:.3e} Eh")
# normalisation identity at energies that are not box levels
for k, R in ((0.2, 11.3), (0.44, 17.7), (0.7, 9.1)):
    _, ub, db = inner(k*k/2, B)
    d = delta(k, B)
    lhs = inner_norm(k*k/2, B)/(ub**2+(db/k)**2)+quad(lambda r: np.sin(k*r+d)**2, B, R)[0]
    assert abs(lhs/((R+dprime(k, B))/2-np.sin(2*(k*R+d))/(4*k))-1) < 1e-5
# threshold law and large-R scaling
a_s = B-inner(0.0, B)[1]/inner(0.0, B)[2]
d0 = delta(1e-7, B)/pi
assert abs(d0-1) < 1e-5 and abs(dprime(1e-3, B)+a_s) < 1e-3
print(f"delta(0)/pi={d0:.5f}, a_s={a_s:.5f} a0")
Elow = {}
for R in (50.0, 100.0, 200.0, 400.0):
    Elow[R], E3 = grid(R, 2, B, 0.01), grid(R, 3, B, 0.01)
    assert 0 < Elow[R] <= (2*pi)**2/(2*(R-B)**2) and E3 <= (3*pi)**2/(2*(R-B)**2)
    r2, r3 = Elow[R]*2*(R-a_s)**2/pi**2, E3*2*(R-a_s)**2/pi**2
    print(f"R={R:.0f} a0: E2={Elow[R]:.5e} Eh={Elow[R]*EV:.5f} eV, 2E2R^2/pi^2="
          f"{Elow[R]*2*R*R/pi**2:.4f}, with R-a_s: E2 {r2:.5f}, E3 {r3:.5f}")
assert abs(r2-1) < 1e-3 and abs(r3/4-1) < 1e-3
expo = np.log(Elow[400.0]/Elow[200.0])/np.log(2)
assert abs(expo+2) < 0.05
print(f"exponent of E2 between R=200 and 400 a0: {expo:.4f}")
# levels at one box radius
R0, dR = 23.0, 0.02
print(f"R={R0} a0: n, E/Eh, E/eV, k/(1/a0), delta/rad, dp/a0, dlnE/dlnR, P_in")
for n in (2, 3, 4, 5):
    k = brentq(lambda x: x*R0+delta(x, B)-n*pi, 1e-6, 0.99, xtol=1e-14)
    E, Pin, wall = grid(R0, n, B, vec=True)
    slope = (grid(R0+dR, n, B)-grid(R0-dR, n, B))/(2*dR)
    dp = dprime(k, B)
    assert abs(E-k*k/2) < 1e-6
    assert abs(slope*R0/E/(-2*R0/(R0+dp))-1) < 2e-3 and abs(-wall/2/slope-1) < 2e-3
    assert abs(Pin-(B+dp-np.sin(2*(k*B+delta(k, B)))/(2*k))/(R0+dp)) < 1e-3
    print(f"  {n} {E:.6f} {E*EV:.4f} {k:.5f} {delta(k, B):.4f} {dp:.2f} {slope*R0/E:.4f} {Pin:.4f}")
# stabilisation scan of curve n=4, poles, plateau condition
Rs = np.arange(16.0, 32.01, 0.25)
kp = pole(B, 0.44-0.003j)
for b in (B, B_THIN):
    for bb in np.linspace(B, b, 21):
        kp = pole(bb, kp)
    Ep = kp*kp/2
    Er, Gam, gam = Ep.real, -2*Ep.imag, -kp.imag
    Es = np.array([grid(R, 4, b) for R in Rs])
    sl = np.gradient(Es, Rs)[1:-1]
    Ri, Ei = Rs[1:-1], Es[1:-1]
    dpg, logs = -2*Ei/sl-Ri, sl*Ri/Ei
    i = int(np.argmax(dpg))
    dpmax = np.max(dprime(np.linspace(0.2, 0.8, 60001), b))
    Ecs = scaled(b, Ei[i]+0j if b == B else Ep+0.002)
    assert gam > 0 and abs(Ecs-Ep) < 1e-6
    assert abs(dpg[i]/dpmax-1) < 0.02 and abs(dpmax-1/gam) < 1.5*b
    print(f"b={b} a0: k_r={kp.real:.5f} 1/a0, gamma={gam:.6f} 1/a0, 1/gamma={1/gam:.2f} a0")
    print(f"  pole E_r={Er:.6f} Eh={Er*EV:.4f} eV, Gamma={Gam:.6f} Eh={Gam*EV:.4f} eV")
    print(f"  complex scaling E_r={Ecs.real:.6f} Eh, Gamma={-2*Ecs.imag:.6f} Eh")
    print(f"  lifetime={FS/Gam:.3f} fs, max dp formula={dpmax:.2f} a0, scan={dpg[i]:.2f} a0")
    print(f"  scan peak at R={Ri[i]:.2f} a0, E={Ei[i]:.6f} Eh; flattest dlnE/dlnR={logs.max():.4f}")
    if b == B:
        kpl = np.sqrt(2*Ei[i])
        Gest = 2*kpl/dpg[i]
        Rn = round((Ri[i]+pi/kpl)/0.01)*0.01
        En = grid(Rn, 5, b)
        assert abs(Ei[i]-Er) < 0.1*Gam and abs(Gest/Gam-1) < 0.05
        assert logs.max() > -0.25 and abs(En-Ei[i]) < 1e-5
        print(f"  Gamma from scan={Gest:.6f} Eh={Gest*EV:.4f} eV")
        print(f"  pi/k={pi/kpl:.3f} a0, curve n=5 at R={Rn:.2f} a0: E={En:.6f} Eh")
        print("  E4/Eh at R=16,18,..,32 a0: "+" ".join(f"{e:.4f}" for e in Es[::8]))
    else:
        assert logs.max() < -1.0
        print("  E4/Eh at R=16,18,..,32 a0: "+" ".join(f"{e:.4f}" for e in Es[::8]))
# Coulomb tail: a fixed level becomes bound
def coulomb(R, n, h=0.01):
    r = h*np.arange(1, round(R/h))
    return eigh_tridiagonal(1/h**2-1/r, np.full(len(r)-1, -0.5/h**2), eigvals_only=True,
                            select='i', select_range=(n-1, n-1))[0]
c20, c200 = coulomb(20.0, 5), coulomb(200.0, 5)
assert c20 > 0 and abs(c200+1/50) < 1e-4
print(f"hydrogen s level n=5: R=20 a0 {c20:.5f} Eh, R=200 a0 {c200:.5f} Eh")
# two Gaussian wells on a cubic finite-difference grid, fully even sector, kinetic eigenbasis
W, wid, z0, h3 = 2.0, 1.0, 0.7, 0.5
print(f"cube model: depth={W} Eh, width={wid} a0, centres z=+-{z0} a0, h={h3} a0")
def cube(L):
    M = round(L/h3)
    j, n = np.arange(1, M), np.arange(1, M, 2)
    x, nm = -L/2+j*h3, len(n)
    S = np.sqrt(2/M)*np.sin(pi*np.outer(j, n)/M)
    g = lambda y: np.exp(-(y/wid)**2)
    Gx, Gz = S.T@(g(x)[:, None]*S), S.T@((g(x-z0)+g(x+z0))[:, None]*S)
    t = (1-np.cos(pi*n/M))/h3**2
    T = (t[:, None, None]+t[None, :, None]+t[None, None, :]).ravel()
    def one(v):
        Y = (Gx@v.reshape(nm, -1)).reshape(nm, nm, nm)
        return T*v-W*(np.matmul(Gx, Y)@Gz).ravel()
    mm = lambda X: np.stack([one(np.ascontiguousarray(c)) for c in X.T], axis=1)
    dim = nm**3
    H = LinearOperator((dim, dim), matvec=lambda v: one(v.ravel()), matmat=mm, dtype=float)
    P = LinearOperator((dim, dim), matvec=lambda v: v.ravel()/(T+0.1),
                       matmat=lambda X: X/(T+0.1)[:, None], dtype=float)
    s = S.T@np.exp(-x**2/2)
    X = np.zeros((dim, 2))
    X[:, 0] = np.einsum('i,j,k->ijk', s, s, s).ravel()
    X[:, 0] /= np.linalg.norm(X[:, 0])
    X[0, 1] = 1.0
    w, v = lobpcg(H, X, M=P, largest=False, tol=1e-6, maxiter=200)
    assert np.linalg.norm(mm(v)-v*w) < 1e-5
    return np.sort(w), 2*t[0]+t[1]
Ls, lev = np.array([20.0, 28.0, 36.0, 44.0]), []
for L in Ls:
    w, free2 = cube(L)
    assert w[0] < 0 < w[1] <= free2
    lev.append(w)
    print(f"L={L:.0f} a0: bound {w[0]:.6f} Eh, next {w[1]:.6f} Eh={w[1]*EV:.4f} eV, "
          f"next*L^2={w[1]*L*L:.3f} Eh a0^2")
lev = np.array(lev)
lim = np.polyfit(20/Ls, lev[:, 1]*Ls**2, 3)[-1]
assert np.ptp(lev[:, 0]) < 1e-5 and abs(lim/(1.5*pi**2)-1) < 0.01
print(f"extrapolated next*L^2={lim:.3f} Eh a0^2, empty cube 3pi^2/2={1.5*pi**2:.3f} Eh a0^2")
print("all assertions hold")
```

Printed output:

```
model: V0=1.4 Eh, V1=0.5 Eh, a=3.0 a0, b=6.0 a0 (thin barrier b=4.0 a0)
bound level E1=-1.004581 Eh, kappa=1.41745 1/a0, u(b)^2=4.2557e-06 1/a0
R=7.5 a0: bound shift grid=8.597e-08 Eh, formula=8.584e-08 Eh
R=8.0 a0: bound shift grid=2.081e-08 Eh, formula=2.080e-08 Eh
delta(0)/pi=1.00000, a_s=4.98366 a0
R=50 a0: E2=2.43501e-03 Eh=0.06626 eV, 2E2R^2/pi^2=1.2336, with R-a_s: E2 0.99993, E3 3.99890
R=100 a0: E2=5.46601e-04 Eh=0.01487 eV, 2E2R^2/pi^2=1.1076, with R-a_s: E2 0.99999, E3 3.99989
R=200 a0: E2=1.29756e-04 Eh=0.00353 eV, 2E2R^2/pi^2=1.0518, with R-a_s: E2 1.00000, E3 3.99999
R=400 a0: E2=3.16257e-05 Eh=0.00086 eV, 2E2R^2/pi^2=1.0254, with R-a_s: E2 1.00000, E3 4.00000
exponent of E2 between R=200 and 400 a0: -2.0366
R=23.0 a0: n, E/Eh, E/eV, k/(1/a0), delta/rad, dp/a0, dlnE/dlnR, P_in
  2 0.015186 0.4132 0.17428 2.2748 -4.95 -2.5487 0.0024
  3 0.060356 1.6424 0.34744 1.4337 -4.61 -2.5015 0.0220
  4 0.095998 2.6122 0.43817 2.4884 350.88 -0.1230 0.9567
  5 0.137613 3.7447 0.52462 3.6417 -4.49 -2.4848 0.0380
b=6.0 a0: k_r=0.43828 1/a0, gamma=0.002807 1/a0, 1/gamma=356.30 a0
  pole E_r=0.096041 Eh=2.6134 eV, Gamma=0.002460 Eh=0.0669 eV
  complex scaling E_r=0.096041 Eh, Gamma=0.002460 Eh
  lifetime=9.832 fs, max dp formula=351.38 a0, scan=349.59 a0
  scan peak at R=23.00 a0, E=0.095998 Eh; flattest dlnE/dlnR=-0.1226
  Gamma from scan=0.002507 Eh=0.0682 eV
  pi/k=7.170 a0, curve n=5 at R=30.17 a0: E=0.095998 Eh
  E4/Eh at R=16,18,..,32 a0: 0.1631 0.1186 0.0990 0.0965 0.0954 0.0929 0.0824 0.0704 0.0605
b=4.0 a0: k_r=0.31773 1/a0, gamma=0.099456 1/a0, 1/gamma=10.05 a0
  pole E_r=0.045529 Eh=1.2389 eV, Gamma=0.063199 Eh=1.7197 eV
  complex scaling E_r=0.045530 Eh, Gamma=0.063200 Eh
  lifetime=0.383 fs, max dp formula=7.11 a0, scan=7.10 a0
  scan peak at R=28.50 a0, E=0.050216 Eh; flattest dlnE/dlnR=-1.5919
  E4/Eh at R=16,18,..,32 a0: 0.1422 0.1112 0.0907 0.0765 0.0661 0.0581 0.0517 0.0462 0.0416
hydrogen s level n=5: R=20 a0 0.11288 Eh, R=200 a0 -0.02000 Eh
cube model: depth=2.0 Eh, width=1.0 a0, centres z=+-0.7 a0, h=0.5 a0
L=20 a0: bound -0.440476 Eh, next 0.050331 Eh=1.3696 eV, next*L^2=20.133 Eh a0^2
L=28 a0: bound -0.440476 Eh, next 0.023508 Eh=0.6397 eV, next*L^2=18.430 Eh a0^2
L=36 a0: bound -0.440476 Eh, next 0.013535 Eh=0.3683 eV, next*L^2=17.541 Eh a0^2
L=44 a0: bound -0.440476 Eh, next 0.008781 Eh=0.2389 eV, next*L^2=16.999 Eh a0^2
extrapolated next*L^2=14.826 Eh a0^2, empty cube 3pi^2/2=14.804 Eh a0^2
all assertions hold
```
